# Linear Divergence of Charged-Slab Defect Energies with Vacuum Thickness, part 1

(Sections cited here and not found follow in the second part.)

## The charged sheet and the charged slab

A charged defect at a surface or in a thin film can be computed in a cell that repeats in all three directions, with a layer of vacuum separating one slab from the next. For a neutral slab, thickening the vacuum is the natural way to converge the energy. For a charged slab the same procedure fails. Take one elementary charge at the centre of a slab 2 nm thick, with a lateral cell of 2 nm by 2 nm and a relative permittivity of 3.9. When the vacuum grows from 4 nm to 8 nm, the electrostatic energy derived below rises from 0.54 eV to 1.20 eV, and it goes on rising without limit. A charge-transition level taken from such a calculation depends on an amount of empty space that has no physical meaning. To recognise the error and remove it, one needs to know its law.

The neutralising background comes first. A periodic array of cells, each with a net charge, has no finite electrostatic energy per cell. Calculations in a plane-wave basis therefore drop the Fourier component of zero wavevector from the electrostatic potential. Dropping it has two effects. The mean charge density no longer acts as a source, which amounts to adding a uniform density of opposite sign that makes the cell neutral. The mean of the potential over the cell is also set to zero. Both conventions are used throughout.

Let $z$ be the direction normal to the slab, $L$ the period along $z$, and $A$ the area of the lateral cell. A defect of charge $q$ in each lateral cell, averaged over the plane, gives a charge per area $\sigma=q/A$. The simplest model places this charge in a sheet of zero thickness, in vacuum. Including the background, the charge density is

$$
\rho(z)=\sigma\sum_{n}\delta(z-nL)-\frac{\sigma}{L},
$$

where $n$ runs over all integers. Each period holds the charge $\sigma-(\sigma/L)L=0$ per area.

Between the sheets at $z=0$ and $z=L$ the background is the sole source, and Gauss's law $\varepsilon_0\,dE/dz=\rho$ integrates to

$$
E(z)=E_0-\frac{\sigma z}{\varepsilon_0L},\qquad 0<z<L .
$$

The constant $E_0$ follows from the periodicity of the potential. If the potential returns to its value after one period, the integral of the field over that period vanishes:

$$
0=\int_0^L E\,dz=E_0L-\frac{\sigma L}{2\varepsilon_0}
\quad\Longrightarrow\quad E_0=\frac{\sigma}{2\varepsilon_0}.
$$

The field is therefore

$$
E(z)=\frac{\sigma}{\varepsilon_0}\left(\frac12-\frac zL\right),\qquad 0<z<L. \tag{1}
$$

It equals $+\sigma/(2\varepsilon_0)$ just above a sheet and $-\sigma/(2\varepsilon_0)$ just below the next one. The jump across a sheet is $\sigma/\varepsilon_0$, as Gauss's law demands. Halfway between the sheets the field is zero.

The energy per area in one period is the integral of $\varepsilon_0E^2/2$. With $t=\tfrac12-z/L$, so that $dz=-L\,dt$, the limits $z=0$ and $z=L$ become $t=\tfrac12$ and $t=-\tfrac12$. The minus sign reverses the limits, and

$$
u=\frac{\sigma^2}{2\varepsilon_0}\,L\int_{-1/2}^{1/2}t^2\,dt
=\frac{\sigma^2}{2\varepsilon_0}\,\frac{L}{12},
$$

because the integral is $\tfrac13\left(\tfrac18+\tfrac18\right)=\tfrac1{12}$. Hence

$$
\boxed{\,u=\frac{\sigma^2L}{24\,\varepsilon_0}\,}. \tag{2}
$$

The reason for the linear growth can be read from equation (1). The field beside the sheet is fixed by $\sigma$ and does not weaken when the next sheet is moved away. A longer period stretches the same field profile over a greater length, so the mean energy density stays the same while the volume grows. That mean is $\sigma^2/(24\varepsilon_0)$, one third of the peak value $\sigma^2/(8\varepsilon_0)$ at the sheet. The background makes the field fall to zero at mid-gap, but over a distance that itself grows with $L$.

The same energy follows from a Fourier sum, which is closer to what a plane-wave calculation does. The wavevectors are $k_n=2\pi n/L$. For every $n\neq0$ the sheet has the Fourier coefficient $\rho_n=\sigma/L$, and Poisson's equation gives $\phi_n=\rho_n/(\varepsilon_0k_n^2)$. The energy per area is half the integral of $\rho\phi$ over a period, or

$$
u=\frac L2\sum_{n\ne0}\rho_n^*\phi_n
=\frac{\sigma^2}{2\varepsilon_0L}\sum_{n\neq0}\frac{L^2}{4\pi^2n^2}
=\frac{\sigma^2L}{8\pi^2\varepsilon_0}\cdot 2\cdot\frac{\pi^2}{6}
=\frac{\sigma^2L}{24\varepsilon_0}.
$$

The factor 2 counts positive and negative $n$, and $\pi^2/6$ is the sum of $1/n^2$ over positive integers. The divergence comes from long waves along $z$: as $L$ grows, the smallest wavevector falls as $1/L$ and its weight $1/k^2$ rises as $L^2$, which outweighs the prefactor $1/L$.

The potential is needed later, both for extended charges and for the reference level. Integrating $E=-d\phi/dz$ from the sheet gives

$$
\phi(z)=\phi(0)-\frac{\sigma}{\varepsilon_0}\left(\frac z2-\frac{z^2}{2L}\right),\qquad 0\le z\le L .
$$

The mean of $z/2$ over the period is $L/4$ and that of $z^2/(2L)$ is $L/6$. Their difference is $L/12$, so a zero mean potential requires

$$
\phi(0)=\frac{\sigma L}{12\,\varepsilon_0}. \tag{3}
$$

In the energy $\tfrac12\int\rho\phi\,dz$ the uniform background multiplies the mean potential and contributes nothing. What remains is $\tfrac12\sigma\phi(0)$, which reproduces equation (2). The potential of a sheet of unit charge per area is thus

$$
G(z)=\frac1{\varepsilon_0}\left[\frac L{12}-\frac{|z|}2+\frac{z^2}{2L}\right],\qquad |z|\le L. \tag{4}
$$

With this function the result extends to a charge of any profile. Let $\lambda(z)$ be the planar-averaged defect charge in vacuum, confined to a region shorter than $L$, with total $\sigma=\int\lambda\,dz$. Since $G$ has zero mean, the background drops out again, and

$$
u=\frac12\iint\lambda(z)\lambda(z')G(z-z')\,dz\,dz'
$$
$$
=\frac{\sigma^2L}{24\varepsilon_0}
-\frac1{4\varepsilon_0}\iint\lambda\lambda'|z-z'|\,dz\,dz'
+\frac1{4\varepsilon_0L}\iint\lambda\lambda'(z-z')^2\,dz\,dz'. \tag{5}
$$

The second term does not depend on $L$, and the third vanishes as $1/L$. The shape of the charge shifts the energy but leaves the limiting slope alone, because that slope depends on the net charge and on nothing else in $\lambda$. For a neutral profile, $\sigma=0$, the linear term is absent. This is why the energy of a neutral slab converges as the vacuum grows. The convergence is slow if the slab carries a dipole: for $\sigma=0$ the third term equals $-p^2/(2\varepsilon_0L)$, with $p=\int z\lambda\,dz$, and it dies only as $1/L$.

For one defect per lateral cell, multiplying equation (2) by $A$ and inserting $\sigma=q/A$ gives the energy per cell,

$$
U_{\rm sheet}=\frac{q^2L}{24\,\varepsilon_0A}. \tag{6}
$$

For a single charge, $e/\varepsilon_0=18.0951$ V nm is a convenient constant. With $A=4.0\ \mathrm{nm^2}$ the slope is

$$
\frac{18.0951}{24\times4.0}\ \mathrm{eV/nm}=0.1885\ \mathrm{eV/nm}.
$$

It varies as $q^2$, so a doubly charged defect in the same cell has four times this slope.

A real slab polarises, and the next question is whether its permittivity screens the divergence. Let the slab have thickness $d$ and relative permittivity $\varepsilon$, and let the sheet lie at its centre, $z=0$. The vacuum thickness is $L_v=L-d$. The slab is treated as a linear, uniform dielectric with sharp faces. The background fills the whole cell, slab included.

The displacement $D=\varepsilon_0\varepsilon(z)E$ obeys $dD/dz=\rho$, where $\rho$ contains the sheet and the background but not the polarisation charge. Its variation with $z$ is therefore the same as in vacuum. An additive constant could still appear, and periodicity of the potential has to fix it. Here the slab is symmetric about the sheet. The displacement $\sigma(\tfrac12-z/L)$ for $0<z<L$, continued periodically, is odd about $z=0$, and dividing it by the even function $\varepsilon(z)$ leaves an odd field whose integral over a period vanishes. The constant is thus zero.

The energy density of a linear dielectric is $D^2/(2\varepsilon_0\varepsilon)$, which includes the work stored in the polarised material. The halves $z>0$ and $z<0$ contribute equally, so the energy per area is

$$
u=\frac{\sigma^2}{\varepsilon_0}\int_0^{L/2}\frac1{\varepsilon(z)}\left(\frac12-\frac zL\right)^2dz .
$$

Define the vacuum fraction $x=1-d/L$. At the slab face, $z=d/2$, the variable $t=\tfrac12-z/L$ equals $x/2$. The vacuum part of the integral is

$$
L\int_0^{x/2}t^2\,dt=\frac{Lx^3}{24},
$$

and the slab part, before division by $\varepsilon$, is

$$
L\int_{x/2}^{1/2}t^2\,dt=\frac{L(1-x^3)}{24}.
$$

With $\chi=1-1/\varepsilon$, the two parts add to

$$
u=\frac{\sigma^2L}{24\varepsilon_0}\left[\frac{1-x^3}{\varepsilon}+x^3\right]
=\frac{\sigma^2L}{24\varepsilon_0}\left[\frac1\varepsilon+\chi x^3\right]. \tag{7}
$$

Setting $\varepsilon=1$ restores equation (2). Setting $d=L$, so that no vacuum is left, gives $x=0$ and the vacuum result divided by $\varepsilon$, as expected for a sheet in a bulk dielectric.

For the slope, $d$ and $\sigma$ are held fixed while the vacuum grows, so $du/dL_v=du/dL$. From $x=1-d/L$ follows $dx/dL=d/L^2=(1-x)/L$, and

$$
\frac{d}{dL}\left(Lx^3\right)=x^3+3Lx^2\,\frac{1-x}{L}=3x^2-2x^3 .
$$

Hence

$$
\frac{du}{dL}=\frac{\sigma^2}{24\varepsilon_0}\left[\frac1\varepsilon+\chi x^2(3-2x)\right]. \tag{8}
$$

For thick vacuum $x\to1$, the bracket tends to $1/\varepsilon+\chi=1$, and the slope becomes that of the bare sheet. The permittivity has dropped out. The slab screens the field inside itself, but the field in the vacuum is set by the net charge, and each added nanometre is vacuum.

Expanding $Lx^3=L-3d+3d^2/L-d^3/L^2$ in equation (7) shows what the slab does contribute:

$$
u=\frac{\sigma^2}{24\varepsilon_0}\left[L-3\chi d+\frac{3\chi d^2}{L}-\frac{\chi d^3}{L^2}\right]. \tag{9}
$$

For thick vacuum the screening lowers the energy by a constant, $\sigma^2\chi d/(8\varepsilon_0)$, which is 0.841 eV per cell in the example. Differentiating the bracket gives the ratio of the local slope to its limit, $1-3\chi(d/L)^2+2\chi(d/L)^3$. For $0<d<L$ and $\varepsilon>1$ it is below one, so the slope approaches its limit from below.

The example gives these energies per cell:

| Vacuum (nm) | Bare sheet (eV) | Slab (eV) | Slab slope (eV/nm) |
|---|---|---|---|
| 1 | 0.565 | 0.161 | 0.085 |
| 2 | 0.754 | 0.263 | 0.118 |
| 4 | 1.131 | 0.539 | 0.152 |
| 8 | 1.885 | 1.201 | 0.174 |

At 8 nm of vacuum, $d/L=0.2$ and the slope has reached 92% of its limit. At 1 nm it has reached 45%. A few calculations with thin vacuum thus show a weaker and visibly curved dependence, and a straight line through them underestimates the final slope. A direct finite-difference solution of Poisson's equation for the same slab gives a mean slope of 0.1864 eV/nm between periods of 25 nm and 30 nm, about 1% below the limit of 0.1885 eV/nm.

For a charged sheet at the centre of a slab, the energy grows linearly with thick vacuum at a slope set by the net charge and the lateral area, while the slab's permittivity changes only the constant and the approach to that limit. What remains is to see how the defect's depth, width and lateral structure and the choice of reference level affect this law, and where the model ceases to hold.
